Does an accurate electron count certify a grid for SCAN?

**Question**

I am evaluating exchange-correlation energies for a free argon atom on a fixed, closed-shell Hartree–Fock density. The density is spherical, so only a radial quadrature is needed. My points are equally spaced in x = ln r, starting at x = −13, with spacing h = 0.18. That gives 89 points, the last at about 17 bohr.

On this grid the density integrates to 18 electrons with an error below 1e-8. Moving all the points sideways by a fraction of h does not spoil this. I took it as proof that the grid is good enough for any functional of the same density, but my SCAN energy changes visibly when I shift the points. Can a grid that integrates ρ this well be poor for SCAN? If so, what in SCAN is responsible, and what should I check instead?

**Answer**

Yes, it can. At your unshifted grid the electron count is wrong by 9.1e-10 electrons, while the SCAN energy is wrong by −0.0245 hartree, or −64 kJ/mol. Both errors are relative to converged radial integrals of the same density. Of 32 offsets sampled at this spacing, yours happens to have the largest SCAN error; the root-mean-square value is 0.0154 hartree. The count tests how well the grid integrates one function, ρ, and the SCAN integrand is a much less smooth function of r.

I use Hartree atomic units. The density is restricted Hartree–Fock in the cc-pVTZ basis and is not reoptimized for any functional. "Error" below means radial quadrature error; basis-set error, relativity and the error of the functional itself are separate matters. The digits quoted belong to this basis. With a cc-pVQZ or aug-cc-pVQZ density the unshifted SCAN error becomes −0.0240 hartree, its root-mean-square value 0.0150 hartree and the unshifted count error −1.2e-9 electrons; the five crossings of α = 1 listed below persist, with radii moving by up to 0.006 bohr and slopes by about 3% at most.

**What the count can and cannot fix**

Take any grid with weights w_i, densities ρ_i and energy densities e_i. The count and the energy are

N_grid = Σ_i w_i ρ_i,  E_grid = Σ_i w_i e_i.

Change the weights by δw_i such that Σ_i δw_i ρ_i = 0. The count stays the same, but the energy changes by Σ_i δw_i e_i. This change vanishes for every allowed δw if and only if e_i = ε ρ_i with the same ε at all points. Then E_grid = ε N_grid, and the count does certify the energy. A uniform density is such a case; an atom is not, because its energy per electron varies with r.

For the same reason, rescaling the weights to repair N does not repair the energy. On your grid the relative correction would be 9.1e-10/18 ≈ 5e-11. Multiplied by an energy of about 31 hartree, it shifts the result by about 1.6e-9 hartree, against an error of 0.0245 hartree.

**The error of a logarithmic grid**

To see how large the two errors are, write a radial integral with r = e^x. Since dr = r dx,

I = ∫₀^∞ 4πr² g(r) dr = ∫ G(x) dx,  G(x) = 4πr³ g(r).

With offset a, the grid gives

Q(a) = h Σ_j G(a + jh).

I treat the sum as infinite; G is negligible at both ends of your range. Shifting a by h relabels the points, so Q has period h and a Fourier series

Q(a) = Σ_m q_m exp(−2πima/h).

Its coefficients are

q_m = (1/h) ∫₀^h Q(a) exp(2πima/h) da.

Insert the sum for Q. The factor h cancels, and exp(2πima/h) = exp[2πim(a + jh)/h] because mj is an integer. The integrals over successive cells then join into one integral over the whole line:

q_m = Ĝ(2πm/h),  Ĝ(k) = ∫ G(x) e^{ikx} dx.

The term m = 0 is I itself. The error is therefore

Q(a) − I = Σ_{m≠0} Ĝ(2πm/h) exp(−2πima/h).   (1)

Averaging the square over one period removes the cross terms. Since G is real, Ĝ(−k) is the complex conjugate of Ĝ(k), and

mean square error = 2 Σ_{m>0} |Ĝ(2πm/h)|².   (2)

The grid error thus measures the Fourier content of the particular integrand at k = 2π/h and its multiples. A small value for ρ says nothing about the value for another integrand.

Equation (2) was tested on your spacing, with Ĝ taken from a very fine grid. It gives root-mean-square (rms) errors of 4.87e-9 electrons and 0.0154 hartree for SCAN, in agreement with direct averages over 32 offsets.

**Why the density converges so fast**

A normalized Gaussian density n(r) = (p/π)^{3/2} exp(−pr²) can be treated in closed form. Using e^{ikx} = r^{ik} and r³ dx = r² dr,

Ĝ(k) = 4π (p/π)^{3/2} ∫₀^∞ r^{2+ik} exp(−pr²) dr.

Set u = pr², so that dr = ½ p^{−1/2} u^{−1/2} du. The integral becomes ½ p^{−(3+ik)/2} Γ(3/2 + ik/2). The powers p^{3/2} cancel, and the numerical factor is 4π · π^{−3/2} · ½ = 2/√π = 1/Γ(3/2). Hence

Ĝ(k) = p^{−ik/2} Γ(3/2 + ik/2) / Γ(3/2).

The factor p^{−ik/2} has modulus 1, so the exponent p affects the phase of the error but not its size. The terms m = ±1 in (1) give the leading amplitude

A_N = 2 |Γ(3/2 + iπ/h)| / Γ(3/2).   (3)

For its decay, use Γ(3/2 + iy) = (½ + iy) Γ(½ + iy) and |Γ(½ + iy)|² = π/cosh(πy). For large y,

|Γ(3/2 + iy)| ≈ √(2π) y exp(−πy/2).

With y = π/h the exponential is exp(−π²/(2h)). For h = 0.3 the predicted rms error, A_N/√2, is 3.0111e-6, and the direct sum gives the same digits.

The argon density is a finite sum of such terms. Its occupied p orbitals add terms r² exp(−pr²), for which 3/2 in the gamma function becomes 5/2. This raises the power of y from 1 to 2 but leaves the exponential alone. Going from h = 0.3 to h = 0.2 should then reduce the count error by

exp[−(π²/2)(1/0.2 − 1/0.3)] ≈ 2.7e-4,

times a factor between 1.5 and 1.5² from the powers of y, if the phases of the terms are ignored. The computed ratio, 2.87e-8/5.82e-5 = 4.9e-4, is of this size. The estimate is only a rough one: terms with different exponents p carry different phases p^{−ik/2}, and as h changes they add or cancel differently. For other pairs of spacings the ratio can differ from such an estimate by a factor of a few.

**What is different in SCAN**

SCAN uses the kinetic-energy density τ = ½ Σ|∇φ|², summed over occupied spin orbitals, through

α = (τ − τ_W)/τ_unif,
τ_W = |∇ρ|²/(8ρ),
τ_unif = (3/10)(3π²)^{2/3} ρ^{5/3}.

A single-orbital region has α = 0 and a uniform gas has α = 1. The exchange energy density is the uniform-gas expression times

F = [h₁ + f(α)(h₀ − h₁)] g(s),

where s is the reduced density gradient, h₀ = 1.174, and h₁ depends on s and α. The switch is

f(α) = exp[−c₁α/(1 − α)] for α < 1,
f(α) = −d exp[c₂/(1 − α)] for α > 1,

with c₁ = 0.667, c₂ = 0.8, d = 1.24, and f(1) = 0. The correlation part has a switch of the same form with other constants.

Approach α = 1 from below at a radius where α crosses 1 with nonzero slope α′ = dα/dx. Let t > 0 be the distance in x from the crossing, so that 1 − α ≈ |α′|t + bt², where b comes from the curvature of α. For small t this gives 1/(1 − α) ≈ 1/(|α′|t) − b/α′². Because α/(1 − α) = 1/(1 − α) − 1,

f ≈ A exp(−c/t),  c = c₁/|α′|,  A = exp[c₁(1 + b/α′²)].   (4)

The curvature changes the constant A but not the exponent c.

Every derivative of exp(−c/t) is a polynomial in 1/t times exp(−c/t), and tends to zero as t → 0. The same holds from above, with c₂ in place of c₁. All derivatives of f therefore match at α = 1, yet the Taylor series there is zero while the function is not. The switch is infinitely differentiable but not analytic, and its Fourier transform loses the fast decay found for the density.

The tail follows from the model integral

J(k) = ∫₀^∞ exp(−c/t − t + ikt) dt,

where e^{−t} merely makes the integral converge at large t. For large k the exponent is governed by Φ(t) = −c/t + ikt. Its stationary point obeys

c/t² + ik = 0, so t₀ = √(c/k) e^{iπ/4}.

There both terms of Φ equal −√(ck) e^{−iπ/4}, so

Φ(t₀) = −2√(ck) e^{−iπ/4},  Re Φ(t₀) = −√(2ck).

The second derivative is −2c/t₀³, of modulus 2k^{3/2}/√c. The Gaussian integral about t₀ contributes √(2π/|Φ″|) = √π c^{1/4} k^{−3/4}, while e^{−t₀} tends to 1. Thus

|J(k)| ≈ √π c^{1/4} k^{−3/4} exp[−√(2ck)].   (5)

For c = 0.3 and k = 200 this gives 4.31e-7, and direct summation gives 4.27e-7.

**Applying this to your grid**

Where the density exceeds 1e-4 electrons per cubic bohr, α crosses 1 at five radii:

r = 0.103 bohr, α′ = 2.99
r = 0.204 bohr, α′ = −2.61
r = 0.546 bohr, α′ = 4.87
r = 0.985 bohr, α′ = −5.33
r = 2.824 bohr, α′ = 2.81

One step of h = 0.18 centred on the steepest crossing takes α from about 1.64 to 0.65. This change is about as large as the whole distance between the single-orbital value α = 0 and the uniform-gas value α = 1.

The decay laws say the same. Your spacing gives k = 2π/0.18 = 34.9. For the density the exponent is πk/4 = 27.4. For the lower side of the steepest crossing, c = 0.667/5.33 = 0.125 and √(2ck) = 2.96. The exponential factors are about 1e-12 and 0.05. These are not complete error estimates, since prefactors differ. Moreover, |t₀| ≈ 0.06 here, over which α changes by about 0.3, so the small-t form (4) is still rough at this spacing.

On finer grids |t₀| shrinks, and (5) becomes a better description of each single crossing. Halving h from 0.10 to 0.05 doubles k from 62.8 to 125.7. For the lower-side exchange terms, (5) then predicts reduction factors from 0.057 at the gentlest slope to 0.115 at the steepest. The computed SCAN factor is 1.34e-4/1.75e-3 = 0.077, which lies in this range. One pair of spacings does not confirm the law, however. Five crossings, two sides of each, and correlation all contribute with different phases, and for other pairs of spacings the factor can fall well outside the range predicted for a single crossing.

The rms errors over 32 offsets, in electrons for N and hartree for the energies, are:

h = 0.40: N 1.9e-3, PBE 3.3e-3, SCAN 5.7e-2
h = 0.30: N 5.8e-5, PBE 1.6e-3, SCAN 2.5e-2
h = 0.20: N 2.9e-8, PBE 2.0e-4, SCAN 1.1e-2
h = 0.10: N 1.5e-13, PBE 1.4e-7, SCAN 1.8e-3
h = 0.05: N 1.5e-13, PBE 3.8e-11, SCAN 1.3e-4

From h = 0.30 to h = 0.20 the count improves about two thousand times and SCAN about twice. At h = 0.10 and below the count has nothing left to report: the entries 1.5e-13 are a floor that no longer depends on h, not an error of the spacing. SCAN still has a long way to go. The last PBE entry is at the level of the largest disagreement between the two reference quadratures, 3.7e-11, so it shows only that the PBE grid error has become too small to measure here.

The SCAN error does not fall steadily. At h = 0.18 its rms value is 0.0154 hartree, larger than the 0.0110 hartree at h = 0.20. A crossing at x₀ contributes to Ĝ(k) with a phase e^{ikx₀}, so contributions from several crossings can add or cancel as k changes. Such interference can make the error rise on a finer grid; whether it explains this particular rise was not tested.

**Is the switch really responsible?**

This can be tested by changing the switch alone. Keep the density, s, α, h₀, h₁ and g, and replace f(α) in exchange by

f_smooth(α) = (1 − α)/(1 + α).

It also equals 1 at α = 0 and 0 at α = 1, but it is analytic for all α ≥ 0. It serves as a diagnostic, not as a functional to use. At h = 0.18 the rms exchange error drops from 1.63e-2 to 6.2e-4 hartree, a factor of 26. Most of the exchange error therefore comes from the form of the switch, not from the mere presence of τ.

The replacement also changes how abruptly f varies away from α = 1. The test thus identifies the switch as a whole; it does not separate the non-analytic point from the steep variation around it. Nor does it divide the remaining 6.2e-4 hartree between the replacement switch and the other ingredients.

Other functionals on the same grid have rms errors of 1.9e-7 hartree for LDA, 9.6e-5 for PBE and 6.2e-4 for r2SCAN. In energy units the last two are about 0.25 and 1.6 kJ/mol, against 40 kJ/mol for SCAN. Even for PBE the count is a poor guide to the size of the error. The r2SCAN result shows that a meta-GGA need not be as demanding as SCAN, but r2SCAN differs from SCAN in more than its switch, so this comparison does not isolate a cause.

A two-electron closed-shell atom would be a misleading test case. With one spatial orbital φ, ρ = 2φ² and ∇ρ = 4φ∇φ. Then

τ_W = 16φ²|∇φ|²/(16φ²) = |∇φ|² = τ,

so α = 0 everywhere and the switch stays at f = 1. A grid that works for SCAN in helium has not been tested on this difficulty.

**A count correct to the last bit**

Equation (1) has a further consequence. Its right side averages to zero over a. A real, continuous, periodic function with zero mean must vanish somewhere. Hence for every spacing h, however coarse, some offset gives the correct electron count, apart from end truncation and rounding.

The energy error has its own zeros. If the terms m = ±1 dominate, the two errors are

δN ≈ 2|N̂| cos(φ_N − 2πa/h),  δE ≈ 2|Ê| cos(φ_E − 2πa/h),

where N̂ and Ê are the transforms at k = 2π/h and φ_N, φ_E their phases. At a zero of δN, |δE| = 2|Ê| |sin(φ_E − φ_N)|. It vanishes there only if the phases agree up to a multiple of π.

I solved for such offsets at five spacings from 0.40 to 0.60 and kept the case with the largest SCAN error, so this is a deliberately bad example. It has h = 0.40, 40 points and an offset of 0.2649 from x = −13. The count error is −3.6e-15 electrons, one unit in the last place of a double-precision number near 18. The SCAN error is +0.0864 hartree, or 227 kJ/mol. Higher-precision arithmetic would not help, because the error comes from the spacing and not from rounding.

Here a shift would have exposed the accident: at other offsets the count is wrong by up to 2.7e-3 electrons. Your grid is the more instructive case, since its count error stays below 7e-9 at all 32 sampled offsets.

**What to check instead**

Test the energy you intend to use, under both a shift and a refinement of the grid. The two are related:

½[Q(a) + Q(a + h/2)] = (h/2) Σ_j G(a + jh/2).

The average of two grids shifted by half a step is the grid of half the spacing. In (1) the half-step shift multiplies term m by (−1)^m, so half the difference, ½[Q(a) − Q(a + h/2)], is the odd-m part of the error at a. That part can vanish at an unlucky offset, so use several offsets, and then refine again to check the even terms.

For this atom, the first spacing in my refinement sequence that kept the SCAN error below 1e-5 hartree at all sampled offsets was h = 0.02, with 800 points. The largest error was then 5.6e-6 hartree. That is nine times as many points as on your grid. It is not a sharp minimum: the sequence went directly from h = 0.03 to h = 0.02, and a spacing in between can also meet the limit.

These point numbers belong to this density and this uniform logarithmic grid. Other radial mappings will give different ones, and molecules add angular quadrature. Part of the error may cancel in an energy difference if the same region of an atom is sampled in the same way on both sides, but that has to be checked for the difference itself. The electron count remains a useful alarm: a wrong count reveals a bad grid or a faulty density. A correct count means that this one alarm has not sounded.

The numerical output below gives the reference energies and the remaining digits.

Calculated quantities

```
Argon, RHF/cc-pVTZ density; energies in hartree
RHF total energy: -526.813134 hartree
Radial range: 2.260e-06 to 20.0 bohr
Offsets sampled per spacing: 32
Reference E_xc LDA: -29.2884467 hartree
Reference E_xc PBE: -30.7040035 hartree
Reference E_xc SCAN: -30.9553082 hartree
Reference E_xc r2SCAN: -30.8800551 hartree
Largest gap between reference quadratures: 3.7e-11 (a.u.)
alpha=1 at r=0.1031 bohr, d alpha/d ln r=2.99
alpha=1 at r=0.2037 bohr, d alpha/d ln r=-2.61
alpha=1 at r=0.5458 bohr, d alpha/d ln r=4.87
alpha=1 at r=0.9851 bohr, d alpha/d ln r=-5.33
alpha=1 at r=2.8236 bohr, d alpha/d ln r=2.81
Gaussian N rms error, h=0.3: sum 3.0111e-06, Gamma law 3.0111e-06
exp(-c/t) Fourier tail, c=0.3, k=200: sum 4.267e-07, law 4.311e-07
RMS errors over offsets: h, points, N, LDA, PBE, SCAN, r2SCAN
0.50   32 1.57e-02 1.05e-02 1.33e-02 5.54e-02 3.92e-02
0.40   40 1.94e-03 3.12e-03 3.25e-03 5.66e-02 2.88e-02
0.30   54 5.82e-05 1.28e-04 1.59e-03 2.45e-02 5.73e-03
0.20   80 2.87e-08 8.19e-07 2.03e-04 1.10e-02 1.63e-03
0.10  160 1.48e-13 3.59e-11 1.36e-07 1.75e-03 6.94e-05
0.05  320 1.47e-13 3.58e-11 3.75e-11 1.34e-04 1.86e-06
Count-certified spacing: 0.18; points: 89
  max |N error| over offsets: 6.87e-09 electrons
  rms LDA error: 1.904e-07 hartree
  rms PBE error: 9.615e-05 hartree
  rms SCAN error: 1.542e-02 hartree
  rms r2SCAN error: 6.213e-04 hartree
  worst SCAN offset: 0.00000
  N error there: 9.06e-10 electrons
  SCAN error there: -2.453e-02 hartree = -64.399 kJ/mol
  Fourier rms: N 4.866e-09 electrons, SCAN 1.542e-02 hartree
  rms exchange error, SCAN switch: 1.632e-02 hartree
  rms exchange error, smooth switch: 6.183e-04 hartree
Tuned coarse grid: h=0.40, offset=0.264899553, points=40
  largest N error at other offsets: 2.75e-03 electrons
  N error after tuning: -3.55e-15 electrons
  PBE error: 3.917e-03 hartree
  SCAN error: 8.642e-02 hartree = 226.90 kJ/mol
SCAN below 1e-5 hartree: h=0.02, points=800, max error=5.58e-06 hartree
```
